# Force bias and local energy with nonorthogonal multideterminant trial states: a numerical check

```python
"""Mixed estimators for a nonorthogonal multideterminant trial state.

Result under test: for |Psi_T> = sum_i c_i |D_i> and a determinant walker |phi>,
    force bias   xbar_g = -i sqrt(tau) sum_i w_i <L_g>_i
    local energy E_L    = sum_i w_i E_i
with w_i = conj(c_i) O_i / sum_j conj(c_j) O_j and O_i = <D_i|phi>.
<A>_i = <D_i|A|phi>/O_i; L_g are the one-body operators whose squares give the
two-electron interaction; tau is the imaginary time step.  Cost is linear in
the number of determinants.  The reference side uses explicit creation
operators in the full Fock space.  Atomic units are used throughout.
"""
import time
import numpy as np
from scipy import sparse
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto, fci

rng = np.random.default_rng(7)
n_orb, n_occ, spacing = 4, 2, 2.5

# ---------- integrals in Loewdin-orthogonalized atomic orbitals ----------
mol = gto.M(atom=[("H", (0.0, 0.0, spacing * k)) for k in range(n_orb)],
            unit="Bohr", basis="sto-6g", verbose=0)
s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
X = s_vec @ np.diag(s_val ** -0.5) @ s_vec.T
h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
eri = np.einsum("abcd,ap,bq,cr,ds->pqrs",
                mol.intor("int2e").reshape((n_orb,) * 4), X, X, X, X,
                optimize=True)
e_nuc = float(mol.energy_nuc())

# ---------- (pq|rs) = sum_g L_g[p,q] L_g[r,s] ----------
val, vec = np.linalg.eigh(eri.reshape(n_orb ** 2, n_orb ** 2))
keep = [k for k in np.argsort(val)[::-1] if val[k] > 1e-10]
L = np.array([np.sqrt(val[k]) * vec[:, k].reshape(n_orb, n_orb) for k in keep])
L = np.array([m if m[0, 0] >= 0 else -m for m in L])
n_field = len(L)
assert np.allclose(np.einsum("gpq,grs->pqrs", L, L), eri, atol=1e-8)
h_prime = h - 0.5 * np.einsum("gpr,grq->pq", L, L)


# ---------- mean-field determinants ----------
def scf(dens_up, dens_dn):
    dens = [dens_up, dens_dn]
    for _ in range(5000):
        coul = np.einsum("pqrs,rs->pq", eri, dens[0] + dens[1])
        fock = [h + coul - np.einsum("prsq,rs->pq", eri, d) for d in dens]
        orbs = [np.linalg.eigh(f)[1][:, :n_occ] for f in fock]
        new = [c @ c.T for c in orbs]
        change = max(np.abs(a - b).max() for a, b in zip(new, dens))
        if change < 1e-10:
            energy = e_nuc + 0.5 * sum(np.sum((h + f) * d)
                                       for f, d in zip(fock, dens))
            return energy, orbs
        dens = [0.5 * (a + b) for a, b in zip(new, dens)]
    raise RuntimeError("mean-field iteration did not converge")


core = np.linalg.eigh(h)[1][:, :n_occ]
e_rhf, rhf = scf(core @ core.T, core @ core.T)
e_uhf, uhf = scf(np.diag([1.0, 0, 1, 0]), np.diag([0.0, 1, 0, 1]))
assert e_uhf < e_rhf - 1e-4
flipped = [uhf[1], uhf[0]]
if np.prod([np.linalg.det(a.T @ b) for a, b in zip(uhf, rhf)]) < 0:
    rhf = [rhf[0] * np.array([-1.0, 1.0]), rhf[1]]
dets = [uhf, flipped, rhf]
names = ["UHF", "flipped UHF", "RHF"]

# ---------- Fock space built from creation operators ----------
n_mode = 2 * n_orb
raising = sparse.csr_matrix([[0.0, 0.0], [1.0, 0.0]])
parity = sparse.csr_matrix(np.diag([1.0, -1.0]))
create = []
for k in range(n_mode):
    op = sparse.identity(1, format="csr")
    for m in range(n_mode):
        factor = parity if m < k else raising if m == k else sparse.identity(2)
        op = sparse.kron(op, factor, format="csr")
    create.append(op)


def one_body(matrix):
    return sum(matrix[p, q] * (create[p + s] @ create[q + s].T)
               for p in range(n_orb) for q in range(n_orb) for s in (0, n_orb))


pair = [[create[a] @ create[b] for b in range(n_mode)] for a in range(n_mode)]
H = one_body(h) + e_nuc * sparse.identity(2 ** n_mode)
for s in (0, n_orb):
    for t in (0, n_orb):
        for p, q, r, u in np.ndindex(*(n_orb,) * 4):
            if abs(eri[p, q, r, u]) > 1e-14:
                H = H + 0.5 * eri[p, q, r, u] * (
                    pair[p + s][r + t] @ pair[q + s][u + t].T)
H = H.tocsr()
L_fock = [one_body(m).tocsr() for m in L]


def fock_state(det):
    state = np.zeros(2 ** n_mode, dtype=complex)
    state[0] = 1.0
    for spin in (1, 0):
        for col in reversed(range(n_occ)):
            state = sum(det[spin][p, col] * (create[p + spin * n_orb] @ state)
                        for p in range(n_orb))
    return state


def fock_estimators(trial, coef, walker):
    bra = sum(c * fock_state(d) for c, d in zip(coef, trial)).conj()
    ket = fock_state(walker)
    norm = bra @ ket
    return norm, np.array([bra @ (o @ ket) for o in L_fock]) / norm, \
        bra @ (H @ ket) / norm


# ---------- derived single-determinant formulas and weighted sums ----------
def single_det(det, walker):
    overlap, one, exchange = 1.0, 0.0, 0.0
    mean_L = np.zeros(n_field, dtype=complex)
    for D, Phi in zip(det, walker):
        D_dag = D.conj().T
        M = D_dag @ Phi
        overlap = overlap * np.linalg.det(M)
        theta = Phi @ np.linalg.inv(M)
        one += np.trace(D_dag @ h @ theta)
        f = (D_dag @ L) @ theta
        mean_L += np.trace(f, axis1=1, axis2=2)
        exchange += np.sum(f * f.transpose(0, 2, 1))
    return overlap, mean_L, e_nuc + one + 0.5 * (mean_L @ mean_L - exchange)


def weighted_estimators(trial, coef, walker):
    parts = [single_det(d, walker) for d in trial]
    O = np.array([p[0] for p in parts])
    L_i = np.array([p[1] for p in parts])
    E_i = np.array([p[2] for p in parts])
    norm = np.sum(np.conj(coef) * O)
    w = np.conj(coef) * O / norm
    return norm, w @ L_i, w @ E_i, O, w, L_i, E_i


def variational_energy(trial, coef):
    top = bottom = 0.0
    for c, ket in zip(coef, trial):
        norm, _, energy = weighted_estimators(trial, coef, ket)[:3]
        top += c * norm * energy
        bottom += c * norm
    return top / bottom


# ---------- trial coefficients and reference energy ----------
vectors = np.array([fock_state(d).real for d in dets])
S_det = vectors @ vectors.T
H_det = vectors @ (H @ vectors.T)
noci_val, noci_vec = eigh(H_det, S_det)
coef = noci_vec[:, 0] * np.sign(noci_vec[0, 0])
e_noci = noci_val[0]
count = [sum((create[k] @ create[k].T).diagonal() for k in block)
         for block in (range(n_orb), range(n_orb, n_mode))]
sector = np.where((np.abs(count[0] - n_occ) < 0.1)
                  & (np.abs(count[1] - n_occ) < 0.1))[0]
e_fci = np.linalg.eigvalsh(H.toarray()[np.ix_(sector, sector)])[0]
e_pyscf = fci.direct_spin1.kernel(h, eri, n_orb, (n_occ, n_occ))[0] + e_nuc
assert abs(e_fci - e_pyscf) < 1e-7
assert e_fci < e_noci < e_uhf
assert abs(variational_energy(dets, coef) - e_noci) < 1e-8

# ---------- worked example: walker with site phases ----------
phases = np.array([0.6, -0.4, 0.5, -0.3])
walker = [np.exp(1j * phases)[:, None] * c for c in uhf]
norm, L_mean, E_loc, O, w, L_i, E_i = weighted_estimators(dets, coef, walker)
norm_ref, L_ref, E_ref = fock_estimators(dets, coef, walker)
err_L, err_E = np.abs(L_mean - L_ref).max(), abs(E_loc - E_ref)
assert abs(norm - norm_ref) < 1e-10 and err_L < 1e-9 and err_E < 1e-9


# ---------- random complex trials test the conjugations ----------
def random_det():
    return [rng.normal(size=(n_orb, n_occ))
            + 1j * rng.normal(size=(n_orb, n_occ)) for _ in range(2)]


err_random = 0.0
for _ in range(4):
    trial_r = [random_det() for _ in range(5)]
    coef_r = rng.normal(size=5) + 1j * rng.normal(size=5)
    walker_r = random_det()
    got = weighted_estimators(trial_r, coef_r, walker_r)
    ref = fock_estimators(trial_r, coef_r, walker_r)
    err_random = max(err_random, np.abs(got[1] - ref[1]).max(),
                     abs(got[2] - ref[2]))
assert err_random < 1e-8


# ---------- energy functional of the averaged Green's function ----------
def green(det):
    return np.array([Phi @ np.linalg.inv(D.conj().T @ Phi) @ D.conj().T
                     for D, Phi in zip(det, walker)])


def two_body(P):
    LP = np.einsum("gpq,sqr->sgpr", L, P)
    direct = np.einsum("sgpp->g", LP)
    return 0.5 * (direct @ direct - np.einsum("sgpq,sgqp->", LP, LP))


P_i = np.array([green(d) for d in dets])
P_bar = np.einsum("i,ispq->spq", w, P_i)
L_from_P = np.einsum("gpq,sqp->g", L, P_bar)
assert np.abs(L_from_P - L_ref).max() < 1e-9
E_of_P_bar = e_nuc + np.einsum("pq,sqp->", h, P_bar) + two_body(P_bar)
gap = E_ref - E_of_P_bar
gap_formula = sum(wi * two_body(P - P_bar) for wi, P in zip(w, P_i))
assert abs(gap - gap_formula) < 1e-9 and abs(gap) > 1e-5


# ---------- importance factor: role of the force bias ----------
def trial_overlap(orbitals):
    return sum(np.conj(c) * np.prod([np.linalg.det(D.conj().T @ Phi)
                                     for D, Phi in zip(d, orbitals)])
               for c, d in zip(coef, dets))


def importance(x, tau, use_bias=True):
    bias = -1j * np.sqrt(tau) * L_mean * (1.0 if use_bias else 0.0)
    B = expm(-tau * h_prime) @ expm(
        1j * np.sqrt(tau) * np.einsum("g,gpq->pq", x - bias, L))
    return (trial_overlap([B @ Phi for Phi in walker]) / trial_overlap(walker)
            * np.exp(x @ bias - 0.5 * bias @ bias))


def odd_part(x, tau, use_bias):
    return abs(np.log(importance(x, tau, use_bias))
               - np.log(importance(-x, tau, use_bias))) / 2


x_test = rng.normal(size=n_field)
tau_a = 1e-4
ratio_bias = odd_part(x_test, tau_a, True) / odd_part(x_test, tau_a / 4, True)
ratio_none = odd_part(x_test, tau_a, False) / odd_part(x_test, tau_a / 4, False)
assert abs(ratio_bias - 8) < 0.5 and abs(ratio_none - 2) < 0.1


# Points +-sqrt(n) along each axis integrate cubic polynomials exactly with
# Gaussian weight; the quartic terms left over are of second order in tau.
def energy_from_average(tau):
    points = np.sqrt(n_field) * np.eye(n_field)
    mean = np.mean([importance(s * x, tau) for x in points for s in (1, -1)])
    return e_nuc + (1 - mean) / tau


E_from_W = 2 * energy_from_average(tau_a / 2) - energy_from_average(tau_a)
assert abs(E_from_W - E_ref) < 1e-4

# ---------- determinant with zero overlap but nonzero matrix elements ----------
occupied = walker[0]
outside = np.eye(n_orb)[:, 0] - occupied @ occupied.conj().T[:, 0]
outside = outside / np.linalg.norm(outside)
det_zero = [np.column_stack([occupied[:, 0], outside]), walker[1]]
M_zero = [D.conj().T @ Phi for D, Phi in zip(det_zero, walker)]
adjugate = [np.array([[m[1, 1], -m[0, 1]], [-m[1, 0], m[0, 0]]])
            for m in M_zero]
element = np.array([sum(
    np.linalg.det(M_zero[1 - s])
    * np.trace(adjugate[s] @ det_zero[s].conj().T @ Lg @ walker[s])
    for s in (0, 1)) for Lg in L])
bra0, ket0 = fock_state(det_zero).conj(), fock_state(walker)
element_ref = np.array([bra0 @ (o @ ket0) for o in L_fock])
zero_overlap = abs(bra0 @ ket0)
assert zero_overlap < 1e-12 and np.abs(element - element_ref).max() < 1e-10
assert np.linalg.norm(element_ref) > 1e-3


# ---------- measured growth of computing time ----------
def best_time(task, repeats=5):
    times = []
    for _ in range(repeats):
        start = time.perf_counter()
        task()
        times.append(time.perf_counter() - start)
    return min(times)


many = [random_det() for _ in range(800)]
ones = np.ones(800)
t_mixed = [best_time(lambda n=n: weighted_estimators(many[:n], ones[:n], walker))
           for n in (100, 800)]
t_var = [best_time(lambda n=n: variational_energy(many[:n], ones[:n]), 3)
         for n in (10, 40)]
power_mixed = np.log(t_mixed[1] / t_mixed[0]) / np.log(8)
power_var = np.log(t_var[1] / t_var[0]) / np.log(4)
assert 0.7 < power_mixed < 1.3 and 1.6 < power_var < 2.4


# ---------- report ----------
def cf(z, digits=6):
    return f"{z.real:+.{digits}f} {z.imag:+.{digits}f}i"


tau = 0.01
ev = physical_constants["Hartree energy in eV"][0]
print(f"H4 chain, STO-6G, spacing = {spacing} bohr; fields = {n_field}")
print(f"nuclear repulsion = {e_nuc:.6f} hartree")
print(f"RHF energy = {e_rhf:.6f} hartree")
print(f"UHF energy = {e_uhf:.6f} hartree")
print(f"trial (3-determinant) energy = {e_noci:.6f} hartree")
print(f"full CI energy = {e_fci:.6f} hartree")
print("walker site phases =", phases, "rad")
print(f"<UHF|flipped UHF> = {S_det[0, 1]:.6f}, <UHF|RHF> = {S_det[0, 2]:.6f}")
print("diagonal of L_1 =", np.round(np.diag(L[0]), 5), "hartree^(1/2)")
print("diagonal of L_2 =", np.round(np.diag(L[1]), 5), "hartree^(1/2)")
for k, name in enumerate(names):
    print(f"{name}: c = {coef[k]:+.6f}, O = {cf(O[k])}")
    print(f"   weight w = {cf(w[k])}")
    print(f"   <L_1> = {cf(L_i[k, 0])} hartree^(1/2)")
    print(f"   <L_2> = {cf(L_i[k, 1])} hartree^(1/2)")
    print(f"   E_i = {cf(E_i[k])} hartree")
print(f"trial overlap = {cf(norm)}")
print(f"sum of weights = {cf(w.sum())}; sum of |w| = {np.abs(w).sum():.6f}")
print(f"weighted <L_1> = {cf(L_mean[0])} hartree^(1/2)")
print(f"weighted <L_2> = {cf(L_mean[1])} hartree^(1/2)")
print(f"Fock-space <L_2> = {cf(L_ref[1])} hartree^(1/2)")
print(f"time step = {tau} 1/hartree")
for g in (0, 1):
    print(f"force bias xbar_{g + 1} = {cf(-1j * np.sqrt(tau) * L_mean[g])}")
print(f"weighted local energy = {cf(E_loc)} hartree")
print(f"   real part = {E_loc.real * ev:.4f} eV")
print(f"Fock-space local energy = {cf(E_ref)} hartree")
print(f"energy of averaged Green's function = {cf(E_of_P_bar)} hartree")
print(f"E_L minus that energy = {cf(gap)} hartree")
print(f"largest error, example: <L> {err_L:.1e}, E_L {err_E:.1e} (a.u.)")
print(f"largest error, random complex trials = {err_random:.1e} (a.u.)")
print(f"odd part of ln W, tau to tau/4: ratio {ratio_bias:.3f} with bias,"
      f" {ratio_none:.3f} without")
print(f"local energy from average of W = {cf(E_from_W)} hartree")
print(f"zero-overlap determinant: |O| = {zero_overlap:.1e}, norm of <D|L|phi>"
      f" = {np.linalg.norm(element_ref):.5f} hartree^(1/2)")
print(f"time exponent, mixed estimators, 100 to 800 dets = {power_mixed:.2f}")
print(f"time exponent, variational energy, 10 to 40 dets = {power_var:.2f}")
print("success")
```

Printed output:

```
H4 chain, STO-6G, spacing = 2.5 bohr; fields = 10
nuclear repulsion = 1.733333 hartree
RHF energy = -1.947364 hartree
UHF energy = -1.994497 hartree
trial (3-determinant) energy = -2.031943 hartree
full CI energy = -2.071957 hartree
walker site phases = [ 0.6 -0.4  0.5 -0.3] rad
<UHF|flipped UHF> = 0.225492, <UHF|RHF> = 0.721734
diagonal of L_1 = [0.56201 0.71886 0.71886 0.56201] hartree^(1/2)
diagonal of L_2 = [ 0.54275  0.30305 -0.30305 -0.54275] hartree^(1/2)
UHF: c = +0.685242, O = +0.739701 +0.312921i
   weight w = +0.901314 -0.000033i
   <L_1> = +2.523206 -0.006205i hartree^(1/2)
   <L_2> = +0.000327 +0.021508i hartree^(1/2)
   E_i = -2.015362 +0.000041i hartree
flipped UHF: c = +0.685242, O = +0.135737 +0.057483i
   weight w = +0.165420 +0.000057i
   <L_1> = +2.495963 -0.017621i hartree^(1/2)
   <L_2> = +0.000068 +0.232266i hartree^(1/2)
   E_i = -2.268893 +0.001073i hartree
RHF: c = -0.079459, O = +0.472230 +0.199994i
   weight w = -0.066733 -0.000024i
   <L_1> = +2.510843 -0.012417i hartree^(1/2)
   <L_2> = +0.000003 +0.141212i hartree^(1/2)
   E_i = -2.099938 +0.000061i hartree
trial overlap = +0.562364 +0.237925i
sum of weights = +1.000000 -0.000000i; sum of |w| = 1.133467
weighted <L_1> = +2.519525 -0.007680i hartree^(1/2)
weighted <L_2> = +0.000297 +0.048383i hartree^(1/2)
Fock-space <L_2> = +0.000297 +0.048383i hartree^(1/2)
time step = 0.01 1/hartree
force bias xbar_1 = -0.000768 -0.251953i
force bias xbar_2 = +0.004838 -0.000030i
weighted local energy = -2.051657 +0.000198i hartree
   real part = -55.8284 eV
Fock-space local energy = -2.051657 +0.000198i hartree
energy of averaged Green's function = -2.016024 +0.000177i hartree
E_L minus that energy = -0.035633 +0.000021i hartree
largest error, example: <L> 8.9e-16, E_L 2.7e-15 (a.u.)
largest error, random complex trials = 7.4e-15 (a.u.)
odd part of ln W, tau to tau/4: ratio 8.001 with bias, 2.000 without
local energy from average of W = -2.051657 +0.000198i hartree
zero-overlap determinant: |O| = 8.2e-16, norm of <D|L|phi> = 0.25908 hartree^(1/2)
time exponent, mixed estimators, 100 to 800 dets = 0.97
time exponent, variational energy, 10 to 40 dets = 2.11
success
```
